# Apparent shift and skew of a core line from a depletion layer

An n-type semiconductor fills the half-space $z>0$. Between the surface and the depth $W$ it is fully depleted: the mobile electrons are gone and the ionized donors leave a uniform charge density $eN$, with $e>0$. Beyond $W$ the crystal is neutral and its bands are flat. The permittivity is $\varepsilon$.

Photoelectrons from a core level are collected along the surface normal. An electron released at depth $z$ contributes with weight $e^{-z/\lambda}/\lambda$, where $\lambda$ is the attenuation length, taken as constant across the line. The emitting atoms are uniformly distributed, and depth is treated as continuous. Surface chemical shifts, photovoltage, charging and the inelastic background are neglected.

Binding energies are referred to the Fermi level common to sample and spectrometer. The variable $E$ denotes binding energy minus the binding energy in the flat bulk. Every atom emits the same symmetric, normalized line $L$, centred on its local binding energy. Let $r=\lambda/W$.

## Part (a): the potential and the spectrum

**Question.** Find the electron potential energy $U(z)$ relative to the bulk, its surface value $V_s$, and the spectrum $I(E)$.

**Answer.** The electrostatic potential obeys $\phi''=-eN/\varepsilon$. An electron has $U=-e\phi$, so

$$U''=\frac{e^2N}{\varepsilon}\qquad(0<z<W).$$

There is no field in the neutral bulk, hence $U'(W)=0$, and the energy zero gives $U(W)=0$. Integrating twice from $W$,

$$U'(z)=-\frac{e^2N}{\varepsilon}(W-z),\qquad U(z)=\frac{e^2N}{2\varepsilon}(W-z)^2 .$$

Therefore

$$U(z)=V_s\left(1-\frac zW\right)^2,\qquad V_s=\frac{e^2NW^2}{2\varepsilon},$$

for $z<W$, and $U=0$ beyond. The bands bend upward at the surface. The core level rises with them, towards the fixed Fermi level, so its binding energy falls by $U(z)$. The local line is centred at $E=-U(z)$, and

$$I(E)=\int_0^\infty\frac{dz}{\lambda}\,e^{-z/\lambda}\,L\big(E+U(z)\big).$$

## Part (b): the apparent shift

**Question.** Take $L$ to have a finite mean. Find the centroid $\Delta$ of the spectrum as a function of $r$.

**Answer.** The depth weights integrate to one, so $I$ is normalized. Substituting $y=E+U(z)$,

$$\int E\,L(E+U)\,dE=\int (y-U)L(y)\,dy=-U,$$

because the mean of the symmetric line is zero. Thus $\Delta=-\langle U\rangle$, where the brackets denote the depth average.

With $x=z/W$, write $U=V_sf$, where $f=(1-x)^2$ for $x<1$ and $f=0$ for $x>1$. The flat bulk carries the weight $e^{-1/r}$. It adds nothing to $\langle f\rangle$, but it belongs to the normalization. Define

$$J_k=\int_0^1\frac{dx}{r}\,e^{-x/r}(1-x)^k,\qquad J_0=1-e^{-1/r}.$$

For $k\ge1$, integration by parts gives

$$J_k=\Big[-(1-x)^ke^{-x/r}\Big]_0^1-k\int_0^1(1-x)^{k-1}e^{-x/r}dx=1-k\,r\,J_{k-1}.$$

The bracket is 1, from its lower limit, and the last integral is $rJ_{k-1}$. Hence $J_1=1-r(1-e^{-1/r})$ and

$$\boxed{\Delta=-V_sJ_2,\qquad J_2=1-2r+2r^2\left(1-e^{-1/r}\right)}$$

## Part (c): the skew

**Question.** Find the variance, third central moment and skewness of the distribution of local binding energies. What does a Gaussian line of standard deviation $\sigma$ do to the skewness?

**Answer.** Since $f^n=(1-x)^{2n}$ inside the layer, $\langle f\rangle=J_2$, $\langle f^2\rangle=J_4$ and $\langle f^3\rangle=J_6$. Using the recursion twice at a time,

$$J_4=1-4r+12r^2J_2,\qquad J_6=1-6r+30r^2J_4.$$

The third central moment of $f$ is

$$\langle f^3\rangle-3\langle f\rangle\langle f^2\rangle+3\langle f\rangle^3-\langle f\rangle^3=J_6-3J_4J_2+2J_2^3.$$

The local shift is $-V_sf$. Its square removes the minus sign and its cube keeps it:

$$\mu_2=V_s^2(J_4-J_2^2),\qquad \mu_3=-V_s^3(J_6-3J_4J_2+2J_2^3).$$

For $V_s>0$ the skewness $S=\mu_3/\mu_2^{3/2}$ is

$$\boxed{S(r)=-\frac{J_6-3J_4J_2+2J_2^3}{(J_4-J_2^2)^{3/2}}}$$

A positive value means that the cubed deviations towards higher binding energy outweigh those towards lower. When most of the signal comes from near the surface, this describes a tail on the high-binding side. At intermediate $r$ the flat bulk and the atoms near the depletion edge pile up at zero shift, while the rest spread over the whole range up to $-V_s$, and the sign alone does not identify a tail. For a depleted p-type crystal the space charge and $V_s$ are negative, and both $\Delta$ and $S$ change sign.

In the spectrum, the deviation from the centroid is $\delta+\eta$, where $\delta$ comes from the depth and $\eta$ independently from the Gaussian. Both have zero mean, so the cross terms vanish in the second and third moments. Also $\langle\eta^3\rangle=0$ by symmetry. The variance becomes $\mu_2+\sigma^2$, while $\mu_3$ is unchanged:

$$S_{\rm obs}=\frac{\mu_3}{(\mu_2+\sigma^2)^{3/2}}.$$

## Part (d): two limits and a change of sign

**Question.** Examine $\Delta$ and $S$ for $r\ll1$ and $r\gg1$.

**Answer.** For $r\ll1$, $e^{-1/r}$ is negligible and $\Delta\simeq-V_s(1-2r+2r^2)$. For the skewness put $t=x/r$, which has weight $e^{-t}$ and moments $\langle t^n\rangle=n!$. Up to exponentially small terms,

$$-V_sf=-V_s+2rV_s\,g,\qquad g=t-\tfrac r2t^2 .$$

The factor $2rV_s$ is positive, so $S$ is the skewness of $g$. To first order in $r$, its variance is

$$1-r\big(\langle t^3\rangle-\langle t\rangle\langle t^2\rangle\big)=1-r(6-2)=1-4r.$$

Its third central moment is

$$\langle(t-1)^3\rangle-\tfrac{3r}{2}\langle(t-1)^2(t^2-2)\rangle=2-18r,$$

because $(t-1)^2(t^2-2)=t^4-2t^3-t^2+4t-2$ averages to $24-12-2+4-2=12$. Therefore

$$S\simeq\frac{2-18r}{(1-4r)^{3/2}}\simeq(2-18r)(1+6r)\simeq2-6r.$$

Most of the signal comes from near the surface, and the deeper atoms form a tail on the high-binding side.

For $r\gg1$ the exponential is nearly constant across the layer, so $J_k\simeq1/[(k+1)r]$. The products in $\mu_2$ and $\mu_3$ are smaller by at least a further factor of order $1/r$. Hence

$$\Delta\simeq-\frac{V_s}{3r},\qquad S\simeq-\frac{1/(7r)}{(1/(5r))^{3/2}}=-\frac{5^{3/2}}{7}\sqrt r .$$

Now most of the signal comes from the flat bulk, and the depleted minority forms a tail on the low-binding side. The growth of $|S|$ does not mean a visibly lopsided line: at fixed $\sigma>0$, $\mu_3\simeq-V_s^3/(7r)$ and $S_{\rm obs}$ both tend to zero.

Since $S$ is continuous and has opposite signs in the two limits, it must vanish somewhere. Numerical root finding gives $r\simeq0.453$. A scan of 400 logarithmically spaced ratios from 0.01 to 100 shows one change of sign. Values from the formulas are:

| $r$ | $\Delta/V_s$ | $\sqrt{\mu_2}/V_s$ | $S$ |
|---:|---:|---:|---:|
| 0.1 | −0.820 | 0.161 | 1.39 |
| 0.2 | −0.679 | 0.254 | 0.84 |
| 0.5 | −0.432 | 0.332 | −0.11 |
| 1 | −0.264 | 0.318 | −0.88 |
| 5 | −0.063 | 0.186 | −3.25 |

## Part (e): the maximum of a broad line

**Question.** Suppose the shift is read from the maximum of the spectrum instead of the centroid. Find the displacement $y$ of the maximum from $\Delta$ when $L$ is smooth and much broader than $V_s$. Treat Gaussian and Lorentzian lines.

**Answer.** At $E=\Delta+y$ an emitter with local shift $\Delta+\delta$ contributes $L(y-\delta)$. The maximum requires $\langle L'(y-\delta)\rangle=0$. The odd derivatives of $L$ vanish at zero, so

$$L''(0)\langle y-\delta\rangle+\tfrac16L''''(0)\langle(y-\delta)^3\rangle+\dots=0.$$

Here $\langle y-\delta\rangle=y$ and $\langle(y-\delta)^3\rangle=y^3+3y\mu_2-\mu_3$. Provided $\mu_3\neq0$, the leading balance makes $y$ proportional to $\mu_3$. The terms $3y\mu_2$ and $y^3$ are then of higher order in $V_s$ divided by the linewidth, and

$$y\simeq\frac{\mu_3L''''(0)}{6L''(0)}.$$

For a Gaussian, $L''(0)/L(0)=-1/\sigma^2$ and $L''''(0)/L(0)=3/\sigma^4$, so $y\simeq-\mu_3/(2\sigma^2)$. For a Lorentzian of half-width $\Gamma$ at half-maximum, the ratios are $-2/\Gamma^2$ and $24/\Gamma^4$, so $y\simeq-2\mu_3/\Gamma^2$.

For both lines the maximum moves away from the tail. In general the direction follows the sign of $L''''(0)/L''(0)$, and a flat-topped line with $L''''(0)<0$ moves it towards the tail. A Lorentzian spectrum has no convergent variance, and its mean integral does not converge absolutely. Its maximum nevertheless lies at $-V_sJ_2$ to leading order, where $-V_sJ_2$ is now the mean of the local shifts.

## Part (f): reading a spectrum

**Question.** Take the model values $V_s=0.60$ eV, $W=10$ nm, $\lambda=2$ nm, $\varepsilon=10\,\varepsilon_0$ and a Gaussian with $\sigma=0.40$ eV. Find the doping, the shift and the skew. How well does the maximum reveal $V_s$?

**Answer.** From part (a), $N=2\varepsilon V_s/(e^2W^2)=6.6\times10^{18}\ \mathrm{cm^{-3}}$. With $r=0.2$ and $e^{-5}=0.006738$,

$$J_2=1-0.4+0.08(0.993262)=0.67946,$$

$$J_4=0.2+0.48J_2=0.52614,\qquad J_6=-0.2+1.2J_4=0.43137.$$

The centroid is $\Delta=-0.60\times0.67946=-0.408$ eV, which falls 0.192 eV short of the full surface shift. The other moments are

$$\mu_2=0.36(0.52614-0.67946^2)=0.0232\ \mathrm{eV^2},\qquad\mu_3=0.00297\ \mathrm{eV^3}.$$

Before broadening, $S=0.84$. Afterwards the total standard deviation is $\sqrt{0.0232+0.1600}=0.428$ eV, and $S_{\rm obs}=0.00297/0.428^3=0.038$. The broadened line is nearly symmetric, so near-symmetry is no evidence that the bands are flat over the sampled depth.

Integrating the spectrum over depth by quadrature and solving for zero slope puts the maximum at $-0.417$ eV. It lies 0.0092 eV below the centroid; the broad-line formula gives $0.00297/(2\times0.16)=0.0093$ eV. That formula was derived for $V_s\ll\sigma$, which does not hold here, so such close agreement is not guaranteed for other parameters.

Taken directly as the band bending, the maximum gives 0.417 eV, about 31% below the true $V_s$. Division by $J_2$ gives $0.4168/0.67946=0.613$ eV, about 2% above it. This correction presumes that $W$ is known. If the doping is known instead, $W=\sqrt{2\varepsilon V_s}/(e\sqrt N)$ depends on $V_s$, and $\Delta=-V_sJ_2(\lambda/W)$ must be solved self-consistently.

At an emission angle $\theta$ from the normal, the path to the surface is $z/\cos\theta$, so $\lambda$ is replaced by $\lambda\cos\theta$. At $60^\circ$ this sample has $r=0.1$, and its centroid moves to $-0.820\times0.60=-0.492$ eV. In this model the shift depends on angle although the sample is unchanged.

The result requires $V_s$ to be much larger than the thermal energy, so that the edge of the depletion layer is narrow compared with $W$. The edge is smeared over the Debye length $\sqrt{\varepsilon k_BT/(e^2N)}$, whose ratio to $W$ is $\sqrt{k_BT/(2V_s)}$, about 0.15 here at 300 K. With Boltzmann electrons and the same $N$ and $V_s$, this smearing moves the centroid from $-0.408$ to $-0.413$ eV. It also requires $\lambda$ to span several atomic layers; otherwise the depth integral must be replaced by a sum over layers. The uniform donor charge is a further idealization. At the doping found here the mean donor spacing, $N^{-1/3}=5.3$ nm, is not small compared with $W$. Randomly placed donors would make the potential vary along the surface as well as with depth, and so add a width that this model omits.

Numerical values quoted here were computed with a short program.
